# Mechanical Stability Conditions of an Unstressed Cubic Crystal

## 1. The question

A silicon channel grown on a crystal with a slightly larger lattice constant is stretched in the plane of the film and becomes thinner across it. The deformation stores energy, and if the constraint is removed the film springs back. It does so because every small deformation of the unstrained crystal raises its energy. If one particular deformation lowered the energy instead, the crystal would distort spontaneously.

A cubic crystal has three elastic constants, $C_{11}$, $C_{12}$ and $C_{44}$. What must they satisfy so that no small homogeneous strain lowers the energy? There are infinitely many strains to consider, but writing the energy as a sum of squares reduces them to three cases.

## 2. The energy and its variables

Let a homogeneous deformation displace the point $\mathbf r$ by $G\mathbf r$, where $G$ is a constant $3\times3$ matrix. Its symmetric part is the strain, $\varepsilon=\tfrac12(G+G^T)$. The normal strains are $e_1=\varepsilon_{xx}$, $e_2=\varepsilon_{yy}$, $e_3=\varepsilon_{zz}$, and the engineering shears are

$$\gamma_4=2\varepsilon_{yz},\qquad \gamma_5=2\varepsilon_{xz},\qquad \gamma_6=2\varepsilon_{xy}.$$

A rigid rotation cannot change the energy, so the energy depends on $G$ only through the changes of lengths and angles. These are contained in

$$\eta=\tfrac12\left[(1+G)^T(1+G)-1\right]=\varepsilon+\tfrac12G^TG .$$

Let $U$ be the energy per unit undeformed volume, measured from the undeformed crystal. Its expansion starts with $\sum_{ij}\sigma^0_{ij}\eta_{ij}$, where $\sigma^0$ is the initial stress. If $\sigma^0\neq0$, the piece $\tfrac12G^TG$ adds second-order terms that are not described by the elastic constants alone. We take $\sigma^0=0$. The expansion then starts at second order, where $\eta$ may be replaced by $\varepsilon$. Six strains remain of the nine components of $G$; the other three are rotations and cost nothing.

The atoms inside the unit cell are assumed to settle at their lowest energy for each strain. Section 5 shows why this matters. In atomic units $U$ and the elastic constants are in hartree/bohr³; numbers below are in eV and Å.

## 3. What cubic symmetry leaves

A general quadratic form in six variables has 21 coefficients. Symmetry removes most of them.

A half-turn about $z$ reverses $x$ and $y$. It changes the signs of $\gamma_4$ and $\gamma_5$ and leaves $\gamma_6$ and the normal strains alone. A half-turn about $x$ changes the signs of $\gamma_5$ and $\gamma_6$ only. Since the energy must not change:

- $e_i\gamma_4$ and $e_i\gamma_5$ are excluded by the half-turn about $z$, and $e_i\gamma_6$ by that about $x$;
- $\gamma_4\gamma_5$ and $\gamma_4\gamma_6$ are excluded by the half-turn about $x$, and $\gamma_5\gamma_6$ by that about $z$.

The threefold rotation about the cube diagonal carries $x\to y\to z\to x$. It makes the coefficients of $e_1^2,e_2^2,e_3^2$ equal, and likewise those of $e_1e_2,e_2e_3,e_3e_1$ and of the three $\gamma^2$. Hence

$$U=\tfrac12C_{11}(e_1^2+e_2^2+e_3^2)+C_{12}(e_1e_2+e_2e_3+e_3e_1)+\tfrac12C_{44}(\gamma_4^2+\gamma_5^2+\gamma_6^2).$$

## 4. Diagonalisation

The shears are already separate. The normal strains are coupled by the matrix

$$\begin{pmatrix}C_{11}&C_{12}&C_{12}\\C_{12}&C_{11}&C_{12}\\C_{12}&C_{12}&C_{11}\end{pmatrix}=(C_{11}-C_{12})\,\mathbf 1+C_{12}J ,$$

where every element of $J$ is 1. Acting on a vector, $J$ replaces each component by the sum of all three. The vector $(1,1,1)$ therefore has $J$-eigenvalue 3, and any vector whose components sum to zero has eigenvalue 0. The matrix above has the eigenvalue $C_{11}-C_{12}+3C_{12}=C_{11}+2C_{12}$ once, and $C_{11}-C_{12}$ twice.

Normalised coordinates along these directions are

$$q_0=\frac{e_1+e_2+e_3}{\sqrt3},\qquad q_1=\frac{e_1-e_2}{\sqrt2},\qquad q_2=\frac{e_1+e_2-2e_3}{\sqrt6}.$$

In $q_0^2+q_1^2+q_2^2$ the coefficient of $e_1^2$ is $\tfrac13+\tfrac12+\tfrac16=1$, and so is that of $e_2^2$; that of $e_3^2$ is $\tfrac13+\tfrac46=1$. The coefficient of $e_1e_2$ is $\tfrac23-1+\tfrac13=0$, and those of $e_1e_3$ and $e_2e_3$ are $\tfrac23-\tfrac46=0$. The sum is thus $e_1^2+e_2^2+e_3^2$.

For the shears take $q_4=\gamma_4/\sqrt2$, and similarly $q_5$, $q_6$. Then $\tfrac12C_{44}\gamma_4^2=\tfrac12(2C_{44})q_4^2$, and

$$\boxed{U=\tfrac12(C_{11}+2C_{12})q_0^2+\tfrac12(C_{11}-C_{12})(q_1^2+q_2^2)+\tfrac12(2C_{44})(q_4^2+q_5^2+q_6^2)}$$

With $\gamma_4$ itself as the coordinate, the shear eigenvalue would read $C_{44}$ instead of $2C_{44}$. Rescaling a coordinate changes the size of its coefficient but not its sign, and stability depends on the sign.

### The conditions

If all three coefficients are positive, $U$ is a sum of non-negative terms that vanishes only when every $q$ is zero. The conditions are therefore sufficient. They are also necessary: if one coefficient is zero or negative, a strain along that coordinate alone costs nothing at second order or lowers the energy. A negative coefficient means instability; a zero coefficient is marginal, and higher-order terms decide. So $U>0$ for every non-zero strain if and only if

$$C_{44}>0,\qquad C_{11}-C_{12}>0,\qquad C_{11}+2C_{12}>0 .$$

Each condition belongs to a simple deformation:

- **Volume change**, $e_1=e_2=e_3=e$: $U=\tfrac32(C_{11}+2C_{12})e^2$. The relative volume change is $\delta=3e$, and $U=\tfrac12B\delta^2$ gives the bulk modulus $B=(C_{11}+2C_{12})/3$.
- **Stretch along one cube axis, equal compression along another**, $(e,-e,0)$: $U=(C_{11}-C_{12})e^2$.
- **Change of the angle between cube axes**, $\gamma$: $U=\tfrac12C_{44}\gamma^2$.

The three combinations are linearly independent, so their values can be chosen freely and any one can fail alone. No condition is redundant. The condition $C_{11}>0$, on the other hand, is not a fourth one, because

$$C_{11}=\tfrac13\left[(C_{11}+2C_{12})+2(C_{11}-C_{12})\right].$$

$C_{12}$ may be negative, within $-\tfrac12C_{11}<C_{12}<C_{11}$.

In the isotropic limit $C_{11}-C_{12}=2C_{44}$. The five volume-conserving modes then share one eigenvalue, and two conditions remain: positive bulk modulus and positive shear modulus.

## 5. Where the stiffness comes from: a diamond lattice

The Keating model shows which atomic forces protect which condition. Each atom has four bonds. With $h=a/4$ and $a$ the cubic lattice constant, the undeformed bonds are $\mathbf d_i=h\mathbf s_i$, where

$$\mathbf s_1=(1,1,1),\quad \mathbf s_2=(1,-1,-1),\quad \mathbf s_3=(-1,1,-1),\quad \mathbf s_4=(-1,-1,1).$$

Thus $d^2=3h^2$. Let $\Delta_{ij}=\mathbf r_i\cdot\mathbf r_j-\mathbf d_i\cdot\mathbf d_j$ for deformed bonds $\mathbf r_i$. The energy per two-atom cell, of volume $a^3/4=16h^3$, is

$$E=\frac{3\alpha}{8d^2}\sum_i\Delta_{ii}^2+\frac{3\beta}{4d^2}\sum_{i<j}\Delta_{ij}^2=\frac{\alpha}{8h^2}\sum_i\Delta_{ii}^2+\frac{\beta}{4h^2}\sum_{i<j}\Delta_{ij}^2 .$$

Here $\alpha$ resists changes of bond length and $\beta$ mainly changes of bond angle. Because $\mathbf r_i\cdot\mathbf r_j$ also contains the bond lengths, $\beta$ contributes to the stiffness against volume change as well. The undeformed crystal has $\Delta_{ij}=0$ and is unstressed. A strain may also shift one sublattice against the other by $\mathbf w$, so that to first order

$$\Delta_{ij}=2h^2\,\mathbf s_i\cdot\varepsilon\,\mathbf s_j+h\,\mathbf w\cdot(\mathbf s_i+\mathbf s_j).$$

Half-turns about axes through an atom leave normal strains unchanged but reverse two components of $\mathbf w$. Terms linear in $\mathbf w$ are therefore excluded for normal strains, and $\mathbf w=0$.

**Volume change.** With $\varepsilon=e\mathbf 1$, $\mathbf s_i\cdot\mathbf s_i=3$ and $\mathbf s_i\cdot\mathbf s_j=-1$, we get $\Delta_{ii}=6eh^2$ and $\Delta_{ij}=-2eh^2$. There are four bonds and six pairs:

$$E=\frac{\alpha}{8h^2}\,4(36e^2h^4)+\frac{\beta}{4h^2}\,6(4e^2h^4)=(18\alpha+6\beta)e^2h^2 .$$

Dividing by $16h^3$ and equating to $\tfrac32(C_{11}+2C_{12})e^2$ gives $C_{11}+2C_{12}=(3\alpha+\beta)/a$.

**Strain $(e,-e,0)$.** Now $\mathbf s_i\cdot\varepsilon\,\mathbf s_i=e-e=0$, so no bond changes length to first order. Pairs 12 and 34 have $\Delta=4eh^2$, pairs 13 and 24 have $-4eh^2$, and the other two have zero. Hence $E=(\beta/4h^2)\,4(16e^2h^4)=16\beta e^2h^2$, and $U=\beta e^2/h$ gives $C_{11}-C_{12}=4\beta/a$.

**Shear $\gamma_6=\gamma$.** The half-turns now allow a shift $w$ along $z$. Since $s_xs_y=s_z$ for each bond, $\Delta_{ii}=2hs_z(h\gamma+w)$. The non-zero pair terms are $\Delta_{23}=-\Delta_{14}=2h(h\gamma-w)$. Therefore

$$E=2\alpha(h\gamma+w)^2+2\beta(h\gamma-w)^2 .$$

For $\alpha+\beta>0$ the minimum is at $w=h\gamma(\beta-\alpha)/(\alpha+\beta)$. The brackets become $2\beta h\gamma/(\alpha+\beta)$ and $2\alpha h\gamma/(\alpha+\beta)$, and

$$E=\frac{8h^2\gamma^2(\alpha\beta^2+\beta\alpha^2)}{(\alpha+\beta)^2}=\frac{8h^2\gamma^2\alpha\beta}{\alpha+\beta},\qquad C_{44}=\frac{4\alpha\beta}{a(\alpha+\beta)} .$$

With the shift frozen at $w=0$, $E=2(\alpha+\beta)h^2\gamma^2$ and the result would be $C_{44}^{\rm frozen}=(\alpha+\beta)/a$.

In this model, then, bond stiffness alone supports the volume but not the shape. At $\beta=0$ both shear moduli vanish, while $C_{11}+2C_{12}=3\alpha/a$ stays positive. This case is marginal rather than unstable: $E$ is still a sum of squares, so no strain lowers it, and the strain $(e,-e,0)$ costs only the fourth-order energy $U=\alpha e^4/2a$.

## 6. Numbers for a silicon-like crystal

Take the rough values $\alpha=3.0$ eV/Å², $\beta=0.9$ eV/Å² and $a=5.4$ Å. Then

$$C_{11}+2C_{12}=\frac{9.9}{5.4}=1.833\ \text{eV/Å}^3\quad(294\ \text{GPa}),$$

$$C_{11}-C_{12}=\frac{3.6}{5.4}=0.667\ \text{eV/Å}^3\quad(107\ \text{GPa}),$$

$$C_{44}=\frac{4(3.0)(0.9)}{5.4(3.9)}=0.513\ \text{eV/Å}^3\quad(82\ \text{GPa}).$$

All three are positive. Solving the first two gives $C_{11}=1.056$ and $C_{12}=0.389$ eV/Å³. The frozen value of $C_{44}$ would be 0.722 eV/Å³, well above the relaxed one.

The difference can decide a sign. Keep $\alpha$ and $a$ and set $\beta=-0.1$ eV/Å². The frozen $C_{44}$ is still 0.537 eV/Å³, but the relaxed value is $-0.077$ eV/Å³. A test of the $C_{44}$ condition with frozen atoms would miss the instability. In this model $C_{11}-C_{12}=4\beta/a$ is negative too, and it needs no shift to reveal it: the strain $(0.01,-0.01,0)$ changes the energy by $-7.4\times10^{-6}$ eV/Å³.

### A stretched channel film

Return to $\beta=0.9$ eV/Å² and stretch a (001) film by $e_1=e_2=e_\parallel=0.01$. Its upper surface is free, so the normal stress vanishes:

$$\frac{\partial U}{\partial e_3}=C_{11}e_\perp+2C_{12}e_\parallel=0,\qquad e_\perp=-\frac{2C_{12}}{C_{11}}e_\parallel=-0.0074 .$$

The in-plane stress is $\sigma=\partial U/\partial e_1=C_{11}e_\parallel+C_{12}(e_\parallel+e_\perp)$, or

$$\sigma=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)e_\parallel=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}}\,e_\parallel .$$

This is 0.0116 eV/Å³ (1.86 GPa). Because $U$ is quadratic, $U=\tfrac12\sum_i e_i\,\partial U/\partial e_i=\sigma e_\parallel=1.16\times10^{-4}$ eV/Å³. With $a^3/8=19.7$ Å³ per atom, this is 0.0023 eV per atom.

The strain lies along two of the six modes: $q_0=(2e_\parallel+e_\perp)/\sqrt3=0.0073$ and $q_2=2(e_\parallel-e_\perp)/\sqrt6=0.0142$. Their energies are $4.9\times10^{-5}$ and $6.7\times10^{-5}$ eV/Å³. The volume mode is the stiffer one, yet the tetragonal mode stores more energy because its amplitude is about twice as large.

## 7. How far a real channel departs from the model

The elastic constants found above are close to those of silicon, which are roughly 1.0, 0.4 and 0.5 eV/Å³ for $C_{11}$, $C_{12}$ and $C_{44}$. A strain of 1 % is realistic for a strained channel. Such a film is no longer unstressed, and it is no longer cubic, since its normal axis differs from the two in the plane. By Section 2, stress adds second-order energies whose relative size depends on the deformation: $\sigma/(C_{11}-C_{12})=1.7$ % for the strain $(e,-e,0)$, and $\sigma/C_{44}=2.3$ % for a normal displacement that varies along the film. The elastic constants also change with strain. A rough third-order constant $C_{111}=-5$ eV/Å³ gives a change of order $|C_{111}|e_\parallel/C_{11}=4.7$ % in $C_{11}$. The other elastic constants change by different amounts, which this estimate does not bound; a rough $C_{112}=-2.8$ eV/Å³ changes $C_{12}$ by about $2|C_{112}|e_\parallel/C_{12}=14$ %. Warming from 300 to 400 K, with a rough softening of $10^{-4}$ per kelvin, removes about 1 %.

Conduction electrons act on the stability conditions too. The conduction valleys of silicon form three pairs, one along each cube axis, and in unstrained bulk material these are equally occupied. Apart from a common shift, pair $i$ moves in energy by $E_i=\Xi e_i$, with $\Xi$ roughly 9 eV. For the strain $(1,1,-2)q_2/\sqrt6$ the mean shift is zero and the mean square is $\Xi^2q_2^2(1+1+4)/18=\Xi^2q_2^2/3$. For $n$ electrons per unit volume with Boltzmann statistics,

$$F=-nkT\ln\left(\tfrac13\sum_ie^{-E_i/kT}\right)\approx-\frac{n}{2kT}\,\frac{\Xi^2q_2^2}{3}=-\frac12\left(\frac{n\Xi^2}{3kT}\right)q_2^2 .$$

Electrons moving into the lowered valleys thus reduce $C_{11}-C_{12}$ by $n\Xi^2/3kT$. For $n=10^{-5}$ Å⁻³ and $kT=0.0259$ eV this is 0.010 eV/Å³, or 1.6 %. For bulk material it is an upper estimate: Fermi statistics replaces $n/kT$ by $\partial n/\partial\mu$, with $\mu$ the chemical potential, which is smaller. The density used, $10^{19}$ cm⁻³, is moderate. With Fermi statistics and parabolic valleys of masses 0.916 and 0.19, the reduction at 300 K is 1.4 % at this density, about 7 % at $10^{20}$ cm⁻³ and about 14 % at $5\times10^{20}$ cm⁻³. The formula also holds only near zero strain and for equally occupied valleys. In a narrow (001) channel the confining field splits the valleys even without strain, by an energy that can exceed $kT$. As the splitting becomes very large compared with both $kT$ and the Fermi energy of the electrons in the lowest pair, nearly all electrons occupy the lowest pair of valleys, few can transfer, and the reduction tends to zero. At a splitting of only a few $kT$ it need not be small. In the 1 % film the strain-induced valley splitting $\Xi(e_\parallel-e_\perp)\approx0.16$ eV exceeds $kT$, and the expansion fails.

For 1 % strain, 100 K of warming and $10^{19}$ electrons per cm³ the estimated changes range from about one per cent to, for $C_{12}$, somewhat over ten per cent, and heavier doping softens $C_{11}-C_{12}$ further. An elastic instability against homogeneous strain, in contrast, requires one of the stability moduli to fall to zero. This comparison does not cover misfit dislocations or roughening of the surface, by which a stretched film can relax while all its moduli are positive.

## 8. What the conditions do not say

**Sound waves demand less.** A plane wave with unit direction $\mathbf n$ and amplitude $\mathbf A$ has $G_{ij}\propto A_in_j$. A pure volume change is not of this form. Take $C_{11}=1.0$, $C_{12}=-0.6$, $C_{44}=0.5$ eV/Å³, for which $C_{11}+2C_{12}=-0.2$ eV/Å³. Put $x_i=A_in_i$. Inserting $e_i=x_i$ and shears $A_in_j+A_jn_i$ into $U$ gives

$$2U=C_{44}|\mathbf A|^2+(C_{11}-C_{44})\sum_ix_i^2+2(C_{12}+C_{44})\sum_{i<j}x_ix_j .$$

The last two terms are $0.5\sum x_i^2-0.2\sum_{i<j}x_ix_j$. Since $\sum_{i<j}x_ix_j\le\sum x_i^2$, they are not negative, and $2U\ge0.5|\mathbf A|^2$. Every sound velocity is real, yet a piece with free surfaces would lower its energy by changing its volume.

**Short waves may demand more.** Consider a ring of equal masses with springs $K_1=-1$ eV/Å² between neighbours and $K_2=1$ eV/Å² between second neighbours. A wave with phase step $q$ per site has stiffness

$$\lambda(q)=2K_1(1-\cos q)+2K_2(1-\cos2q).$$

For small $q$ this is $(K_1+4K_2)q^2=3q^2$, which is positive, so the chain resists uniform stretching. At $q=\pi$, where neighbours move oppositely, $\lambda=4K_1=-4$ eV/Å², and the chain is unstable. Homogeneous strain cannot detect such a mode. For an unstressed cubic crystal with free surfaces it is therefore necessary that none of the three moduli be negative; if one is exactly zero, higher-order terms decide. The three strict conditions are sufficient against small homogeneous strains and long sound waves, but not against short waves or against optical vibrations, in which the atoms of a cell move relative to each other.

Numbers in the example were calculated in double precision.
